# Photon transmission of an optically thick Doppler line above low-k films

A calculation of vacuum-ultraviolet damage to a low-k film must decide how to attenuate a plasma resonance line between the emitting gas and the wafer. Applying Beer's law at line centre can be wrong by many orders of magnitude, because the photons that cross the gas are those emitted away from line centre. For a Doppler line with matching emission and absorption profiles, the transmission at large line-centre optical depth $\tau$ is

$$T(\tau)\simeq\frac{1}{\tau\sqrt{\pi\ln\tau}} .$$

This is the probability that a photon crosses the path in a single flight. It may be used for the direct, unscattered flux. It must not be used by itself as the factor by which the gas reduces the total photon dose, since an absorbed photon can be emitted again.

## Profile and optical depth

Let the absorbing atoms have mass $M$, density $N$ and a Maxwell distribution at temperature $T_g$. Their velocity component $w$ along the ray has the density $e^{-w^2/v^2}/(\sqrt\pi\,v)$, with $v=\sqrt{2k_BT_g/M}$. The Doppler shift is $w/\lambda$, so the natural unit of frequency offset is the Doppler width $\Delta\nu_D=v/\lambda$. With $x=(\nu-\nu_0)/\Delta\nu_D$, the normalized profile is

$$\phi(x)=\frac{e^{-x^2}}{\sqrt\pi}.$$

"Matching" means that the emitters have this same velocity distribution. The natural linewidth is neglected for now, the gas is uniform, and stimulated emission is negligible.

The strength of absorption follows from detailed balance. Let $S$ be the cross-section integrated over frequency, $A$ the decay rate, and $g_1,g_2$ the lower and upper degeneracies. In blackbody radiation with $\bar n$ photons per mode, the photon flux per unit frequency is $8\pi\bar n/\lambda^2$. Equating upward and downward rates gives

$$n_1S\,\frac{8\pi\bar n}{\lambda^2}=n_2A(1+\bar n),\qquad \frac{n_2}{n_1}=\frac{g_2}{g_1}\frac{\bar n}{1+\bar n},$$

where the second relation is the Boltzmann ratio written in terms of $\bar n$. Hence $S=(g_2/g_1)\lambda^2A/(8\pi)$. The profile per unit frequency has the peak value $1/(\sqrt\pi\,\Delta\nu_D)$, so the line-centre absorption coefficient is

$$k_0=\frac{NS}{\sqrt\pi\,\Delta\nu_D}=\frac{g_2}{g_1}\frac{\lambda^3AN}{8\pi^{3/2}v}.$$

For a path $\ell$, $\tau=k_0\ell$, and the optical depth at offset $x$ is $\tau e^{-x^2}$. Averaging Beer's law over the emitted photons gives

$$T(\tau)=\frac1{\sqrt\pi}\int_{-\infty}^{\infty}e^{-x^2}\exp(-\tau e^{-x^2})\,dx .$$

Expanding the second exponential and using $\int e^{-(n+1)x^2}dx=\sqrt{\pi/(n+1)}$ gives the convergent series

$$T(\tau)=\sum_{n=0}^{\infty}\frac{(-\tau)^n}{n!\sqrt{n+1}} .$$

Its terms cancel strongly at large $\tau$, so it needs extra digits there. It provides an independent check: at $\tau=1,10,26,100$ it agrees with direct quadrature to better than one part in $10^8$.

## The large-depth limit

The integrand is even, so take twice the positive half-line and set $u=\tau e^{-x^2}$, the optical depth seen by the photon. With $L=\ln\tau$,

$$x=\sqrt{L-\ln u},\qquad du=-2xu\,dx .$$

As $x$ runs from $0$ to $\infty$, $u$ runs from $\tau$ to $0$. The minus sign reverses these limits, and therefore

$$T=\frac2{\sqrt\pi}\int_0^\tau\frac u\tau e^{-u}\frac{du}{2u\sqrt{L-\ln u}}
=\frac1{\tau\sqrt\pi}\int_0^\tau\frac{e^{-u}}{\sqrt{L-\ln u}}\,du .$$

No approximation has been made yet. The factor $e^{-u}$ favours $u$ of order one, where $\ln u$ is small beside $L$. The root vanishes at $u=\tau$, so that end needs a bound. Split the integral at $u=\sqrt\tau$. The upper part satisfies

$$\int_{\sqrt\tau}^{\tau}\frac{e^{-u}\,du}{\sqrt{\ln(\tau/u)}}
\le e^{-\sqrt\tau}\int_0^\tau\frac{du}{\sqrt{\ln(\tau/u)}}
=\sqrt\pi\,\tau e^{-\sqrt\tau}.$$

The last equality follows from $u=\tau e^{-y^2}$, which turns the integral into $2\tau\int_0^\infty e^{-y^2}dy$. This part vanishes faster than any power of $1/\tau$.

In the lower part $\ln u\le L/2$, so $\sqrt{L/(L-\ln u)}\le\sqrt2$. After multiplication by $\sqrt L$ the integrand is thus bounded by the integrable function $\sqrt2\,e^{-u}$, and at each fixed $u$ it tends to $e^{-u}$. Dominated convergence gives the limit $\int_0^\infty e^{-u}du=1$, which proves the stated law.

For the corrections, put $z=\ln u/L$ and use

$$(1-z)^{-1/2}=1+\frac z2+\frac{3z^2}{8}+R(z).$$

In the lower part $z\le1/2$. The third derivative of $(1-z)^{-1/2}$ is $\tfrac{15}{8}(1-z)^{-7/2}$, which is bounded there, including for negative $z$. Hence $|R|\le C|z|^3$ with a constant $C$. Since $\int_0^\infty e^{-u}|\ln u|^3du$ is finite, the remainder contributes $O(L^{-3})$. Extending the other terms to infinity costs an exponentially small amount in $\sqrt\tau$.

The moments follow by differentiating $\Gamma(p)=\int_0^\infty u^{p-1}e^{-u}du$ at $p=1$: the mean of $\ln u$ is $-\gamma$ and that of $\ln^2u$ is $\gamma^2+\pi^2/6$, where $\gamma$ is Euler's constant. Thus

$$T=\frac1{\tau\sqrt{\pi L}}\left[1-\frac{\gamma}{2L}+\frac38\frac{\gamma^2+\pi^2/6}{L^2}+O(L^{-3})\right].$$

The corrections fall with $\ln\tau$, not with $\tau$, so convergence is slow. The leading law exceeds the integral by 3.6% at $\tau=10$, 3.9% at $\tau=100$ and 1.8% at $\tau=10^6$. The corrected formula is about 1% high at $\tau=100$, but at $\tau=10$ it is 5% high and thus worse than the leading law. At small $L$ the omitted terms are not negligible, and direct quadrature is the better choice.

## Which photons cross

The boundary $u=1$ lies at $|x|=\sqrt L$. To leading order, the probability of emission beyond it is

$$\frac{2}{\sqrt\pi}\int_{\sqrt L}^{\infty}e^{-x^2}dx\simeq\frac{e^{-L}}{\sqrt{\pi L}}=\frac1{\tau\sqrt{\pi L}},$$

which equals the transmission law. The boundary is not sharp, however. Some photons emitted outside it are absorbed, and some from inside cross. In the $u$ integral the outer photons have $u<1$, so their share of the transmitted light tends to $\int_0^1e^{-u}du=1-1/e\approx0.632$. The computed share is 0.620 at $\tau=10^8$.

## When the profiles do not match

Suppose the emitters have a Gaussian profile $r$ times wider than the absorbers, $e^{-x^2/r^2}/(r\sqrt\pi)$. Put $s=1/r^2$. Then $e^{-x^2/r^2}=(u/\tau)^s$, and the same substitution gives

$$T_r=\frac{\tau^{-s}}{r\sqrt\pi}\int_0^\tau\frac{u^{s-1}e^{-u}}{\sqrt{L-\ln u}}du
\;\longrightarrow\;\frac{\Gamma(s)}{r\sqrt{\pi L}}\,\tau^{-s}.$$

The previous argument carries over: below the split the bound is $\sqrt2\,u^{s-1}e^{-u}$, which is integrable for $s>0$, and above it the extra power of $u$ cannot offset $e^{-\sqrt\tau}$. The power $\tau^{-1}$ therefore requires $r=1$.

The first relative correction is $\Gamma'(s)/[2L\,\Gamma(s)]$. For small $s$, $\Gamma(s)\approx1/s$, so this correction is about $-r^2/(2L)$. For much hotter emitters the limiting formula thus needs $L\gg r^2$, and at ordinary depths the integral should be evaluated directly.

## Natural wings

Radiative decay gives each atom a Lorentzian line of half width $A/(4\pi)$ at half maximum. In Doppler units this is $a=A/(4\pi\Delta\nu_D)$. The combined Voigt profile $V(x)$ has wings $a/(\pi x^2)$, and the optical depth becomes $\tau\sqrt\pi\,V(x)$, where $\tau$ still denotes the pure Doppler value $k_0\ell$.

Consider first wings that are optically thin. Added photons outside $\sqrt L$ cross freely and contribute

$$\delta T\simeq2\int_{\sqrt L}^{\infty}\frac{a}{\pi x^2}dx=\frac{2a}{\pi\sqrt L},\qquad
\frac{\delta T}{T}\simeq\frac{2a\tau}{\sqrt\pi}.$$

The transition region near $u=1$ has width of order $1/\sqrt L$, whereas the outer integral extends over distances of order $\sqrt L$. Changes of emission and absorption in the transition region are therefore smaller by a factor of order $1/L$. At $a\tau=10^{-3}$, with $\tau=10^4$ and $10^8$, the computed increase agrees with this estimate within 3% of the increase itself.

The Doppler law thus needs both $\tau\gg1$ and $a\tau\ll1$. At fixed nonzero $a$ it describes an intermediate range, not the ultimate limit of a real line. When $a\tau\gg L$, the wings carry the transmitted light. Substituting $y=1/x$ then gives

$$T\simeq\frac{2a}{\pi}\int_0^\infty\exp\left(-\frac{a\tau}{\sqrt\pi}y^2\right)dy
=\pi^{-1/4}\sqrt{\frac a\tau}.$$

At $a=0.01$ and $\tau=10^6$ this agrees with Voigt quadrature within 1%.

## Lyman-alpha above a porous film

Take a hydrogen plasma used to strip resist above a porous low-k film, with rough inputs of 10 mTorr, 500 K, 5% of gas particles as H atoms, and a 10 cm path. The Lyman-alpha photon energy is 10.2 eV. This lies above the band gap of silica, roughly 9 eV, so such photons can create mobile charge in a silica-like network as well as break bonds.

The line data follow from nonrelativistic hydrogen wavefunctions with reduced mass. In Bohr radii, the radial dipole integral is

$$R=\frac1{\sqrt6}\int_0^\infty r^4e^{-3r/2}dr=\frac{24}{\sqrt6}\left(\frac23\right)^5=1.2903 .$$

The dipole emission rate $A=4\alpha\omega^3d^2/(3c^2)$, with $d^2=R^2a_B^2/3$ and $a_B$ the reduced-mass Bohr radius, gives $A=6.265\times10^8\ \mathrm{s^{-1}}$ at $\lambda=121.57$ nm. The degeneracy ratio is 3. With $N=9.656\times10^{12}\ \mathrm{cm^{-3}}$ and $v=2872$ m/s, in SI units,

$$k_0=\frac{3(1.2157\times10^{-7})^3(6.265\times10^8)(9.656\times10^{18})}{8\pi^{3/2}(2872)}
\approx255\ \mathrm{m^{-1}} .$$

Over 0.10 m this gives $\tau=25.49$ and $L=3.238$. The leading law yields

$$T\simeq\frac1{25.49\sqrt{\pi(3.238)}}=0.0123,$$

against 0.0118 from the integral, an excess of 4%. Beer's law at line centre would give $9\times10^{-12}$.

The neglected line structure is modest here. The natural-width parameter is $a=2.11\times10^{-3}$, so $a\tau=0.054$; the estimated wing increase is 6.1% and the computed one 6.0%. Fine structure splits the line by 10.95 GHz at the Dirac level used here (10.97 GHz with the anomalous-moment and nuclear-mass corrections), compared with a Doppler width of 23.6 GHz. At fixed $k_0\ell$, computed for the unsplit line, it raises $T$ by 4.6%. Both effects together give 0.0130.

The matching assumption itself is only approximate for hydrogen. An atom excited by electron impact takes up the momentum the electron loses. At threshold this recoil is about 1030 m/s, against $v=2872$ m/s, and the atom radiates within 1.6 ns, before collisions can remove it. A Born estimate of the momentum transfer for electron temperatures of 2 to 8 eV raises $T$ by roughly 8 to 20%, depending on the temperature and on how far the emission stays aligned with the recoil. This is more than either line-structure effect, so the matched value is a lower estimate for electron-excited atoms.

Geometry matters more. For a thin sheet of isotropic emitters, sending equal photon numbers into each solid angle of the forward hemisphere, a ray with direction cosine $\mu$ has depth $\tau/\mu$. The leading law then gives approximately $T(\tau/\mu)\simeq\mu T(\tau)$, whose average over $\mu$ is $T/2$. The computed average is 0.0055. A surface of uniform radiance weights the rays by $2\mu$ instead, which gives about $2T/3$ and a computed 0.0075.

Emitters spread uniformly along the ray have the opposite effect, because some lie close to the film. Integrating over depth before frequency gives

$$\frac1\tau\int_0^\tau T(t)\,dt=\frac1{\tau\sqrt\pi}\int_{-\infty}^{\infty}\left[1-\exp(-\tau e^{-x^2})\right]dx\simeq\frac2\tau\sqrt{\frac L\pi}.$$

The bracket is near one inside $|x|=\sqrt L$ and near zero outside, which gives the last form. It yields 0.080 here, while the integral gives 0.085, about seven times the transmission from the far end.

## What changes in a real plasma

The direct flux is sensitive to the matching assumption. Electron impact can split H₂ and leave one fragment excited, with kinetic energy well above thermal. Representing these emitters by a Gaussian with $k_BT=0.3$ eV, a rough choice, gives $r=2.64$ and $T_r=0.308$, 26 times the matched value. If all the photons start at the far end and a fraction $f$ of them comes from such fragments, these supply half the direct flux when

$$0.308f=0.0118(1-f),\qquad f\approx0.037 .$$

For emission from the far end, a few per cent of hot emitters is therefore enough to spoil the matched-profile estimate in this model. When emitters are spread along the ray, a larger hot fraction is needed, because thermal photons emitted near the film already reach it easily.

Pressure also limits its use. With temperature, atom fraction and path held fixed, $\tau$ and $a\tau$ would both rise a hundredfold at 1 Torr, the latter to about 5. The Doppler law would then fail, and a Voigt calculation would be needed even before collisional broadening is considered.

For the total dose, re-emission is decisive. Let each absorption end in quenching with probability $\varepsilon$, and let each emission leave the gas with the same probability $T$. Summing over successive emissions gives

$$P=T\sum_{n=0}^{\infty}[(1-T)(1-\varepsilon)]^n=\frac{T}{1-(1-T)(1-\varepsilon)} .$$

A rough quenching coefficient of $10^{-9}\ \mathrm{cm^3/s}$ and a gas density of $1.93\times10^{14}\ \mathrm{cm^{-3}}$ give a quenching rate of $1.93\times10^5\ \mathrm{s^{-1}}$. Dividing by its sum with $A$ gives $\varepsilon=3.1\times10^{-4}$, and hence

$$P\approx\frac{0.01179}{0.01209}\approx0.975 .$$

In this one-zone estimate nearly all the photons eventually leave the gas, although about 99% of those sent across the full path are absorbed on their first flight. They leave towards all surfaces, so $P$ is not the fraction that strikes the wafer. That fraction depends on chamber geometry, wall reflection and the changing positions and frequencies of the re-emitted photons.

## Use in a calculation

- For direct flux from thermal emitters, evaluate the frequency integral, and for light atoms such as H broaden the emission profile by the recoil from electron-impact excitation. The leading law is a useful estimate when $\tau\gg1$ and $a\tau\ll1$.
- When $a\tau$ is not small, use the same Voigt profile for emission and absorption. The mapping $x=\sinh t$ resolves the core and reaches the far wings on one grid.
- Treat hot fragments as a separate source with their own emission profile, and add their flux.
- For total dose, solve the transport with re-emission and quenching. Multiplying the source by $T$ counts the first flight and discards the later ones.

The numerical output below gives the values at full printed precision.

## Computed values

```
tau | exact T | leading T | corrected T | leading/exact
1e+01 | 3.5878e-02 | 3.7181e-02 | 3.7722e-02 | 1.0363
1e+02 | 2.5307e-03 | 2.6291e-03 | 2.5563e-03 | 1.0389
1e+03 | 2.0830e-04 | 2.1466e-04 | 2.0903e-04 | 1.0305
1e+04 | 1.8141e-05 | 1.8590e-05 | 1.8170e-05 | 1.0247
1e+06 | 1.4913e-07 | 1.5179e-07 | 1.4921e-07 | 1.0178
Outer escaping fraction at tau=1e8: 0.6199
Limit of outer fraction, 1-1/e: 0.6321
Pressure: 10.0 mTorr
Gas temperature: 500 K
H-atom fraction of gas particles: 0.050
Path length: 10.0 cm
Photon energy: 10.199 eV
Wavelength: 121.57 nm
Radial dipole integral: 1.2903 Bohr radii
Decay rate A: 6.2649e+08 s^-1
Oscillator strength: 0.4164
Total gas density: 1.931e+14 cm^-3
H-atom density: 9.656e+12 cm^-3
Thermal speed v: 2872.3 m/s
Doppler width: 23.627 GHz
Line-centre absorption k0: 2.5485 cm^-1
Optical depth tau: 25.485
ln tau: 3.2381
Typical escape offset: 1.799 Doppler widths
Exact Doppler transmission: 0.01179 = 1.179 %
Leading-law transmission: 0.01230
Corrected-law transmission: 0.01208
Line-centre-only transmission: 8.554e-12
Escaping fraction beyond sqrt(ln tau): 0.5701
Natural-width parameter a: 2.1101e-03
Product a*tau: 0.0538
Thin-wing predicted increase: 6.07 %
Transmission with natural wings: 0.01250
Computed wing increase: 6.04 %
Tau where predicted wing increase is 100 %: 420.0
Fine-structure splitting: 10.949 GHz
Transmission with fine structure: 0.01234
Fine-structure change: 4.63 %
Transmission with wings and fine structure: 0.01302
Hemisphere-averaged transmission, plane source: 0.00553
Mean for emitters spread along ray: 0.08535
Hot-emitter kT: 0.30 eV
Hot/cold Doppler-width ratio: 2.639
Hot-emitter transmission: 0.3084
Hot/matched transmission ratio: 26.15
Quenching coefficient: 1.0e-09 cm^3/s
Quenching probability per absorption: 3.082e-04
One-zone final escape fraction: 0.9748
```
